Memory Loss and Detailed Balance Fix Diffuse-Mismatch Phonon Transmission, part 1

(Sections cited here and not found follow in the second part.)

## First half: Transmission from channel counting

**What fails without the result**

Two crystals at the same temperature must not exchange net heat. This condition is easily violated when a phonon transmission probability is assigned by plausibility. Suppose that a phonon reaching a rough interface is sent to either side in proportion to the number of vibrational states there. For the two model crystals treated below, at 2 THz, the equilibrium flow from A to B would then be about three times the flow from B to A. At that frequency the interface would pump heat between equally hot bodies.

The opposite difficulty is a transmission that respects equilibrium but contains an unknown bond strength, which can be adjusted to change the thermal resistance over a wide range. The theorem below removes both difficulties, at the price of a strong hypothesis: the interface erases all memory of how a phonon arrived.

**Setting and assumptions**

Crystal A fills z < 0 and crystal B fills z > 0. Between them lies a thin region that may be disordered. The assumptions are these.

1. Both crystals and the region between them are harmonic and lossless. Scattering therefore preserves the angular frequency ω.

2. The force constants are real, so the equations of motion are invariant under time reversal.

3. The probability of leaving in a given outgoing channel does not depend on the incoming channel: not on its side, its direction or its polarization.

A channel is a propagating wave of frequency ω that carries energy toward or away from the interface. Evanescent waves are part of the solution near the interface, but they do not count as channels, because none of them alone carries energy to infinity. The probabilities in assumption 3 are averages over many microscopic arrangements of the interface, or over a narrow frequency interval in which the bulk properties hardly change.

Let ω_p(k) be the frequency of polarization p at wavevector k, and v_z = ∂ω_p/∂k_z its group velocity along z. For either crystal define

M(ω) = 2π Σ_p ∫_{v_z>0} d³k/(2π)³ v_z δ(ω − ω_p(k)).

The integral runs over one Brillouin zone. M has the dimension of an inverse area. M_A and M_B denote its values for the two crystals, each oriented as it meets the interface.

**Theorem.** Let t_AB be the probability that a phonon arriving from A leaves into B, averaged over the incoming channels of A at frequency ω, and let t_BA be the reverse probability. Under the assumptions above, if M_A and M_B are both positive,

t_AB = M_B/(M_A + M_B),
t_BA = M_A/(M_A + M_B).

If just one crystal has channels at ω, its phonons are completely reflected.

**Lemma 1: M counts channels**

*M(ω) is the number of incoming channels per interface area, and it equals the number of outgoing channels per area on the same side.*

*Proof.* Split k into k_z and the transverse wavevector q = (k_x, k_y). At fixed q and p, the k_z integral in M is

∫_{v_z>0} dk_z/(2π) v_z δ(ω − ω_p).

Near a solution k_z = κ of ω_p = ω, the argument of the delta function changes at the rate −v_z. The delta function therefore contributes 1/|v_z|. Since v_z is positive here, the factor v_z cancels it, and each solution contributes 1/(2π). With ν_p(q,ω) the number of solutions having v_z > 0, the prefactor 2π gives

M(ω) = Σ_p ∫ d²q/(2π)² ν_p(q,ω).

An interface of large area S₀ with periodic lateral boundaries has S₀ d²q/(2π)² transverse wavevectors in d²q. Hence S₀M is the number of channels with v_z > 0, up to edge corrections that vanish relative to it as S₀ grows.

For crystal A these channels are incoming, and for crystal B they are outgoing. Real force constants give a dynamical matrix with D(−k) = D(k)*. A Hermitian matrix and its complex conjugate have the same eigenvalues, so the frequencies at k and −k coincide. Differentiation with respect to k reverses the sign of the velocity. The map k → −k thus pairs each channel having v_z > 0 with one having v_z < 0. The two numbers are equal on each side. ∎

The definition also has a direct kinetic meaning. If every state has occupation n, the number of phonons per volume in d³k is n d³k/(2π)³, and multiplication by v_z gives their flux. The flux arriving in dω is therefore

n M(ω) dω/(2π).

Thus M/(2π) is the projected phonon flux per unit angular frequency and unit occupation. Slow phonons are numerous but arrive seldom, and these two effects cancel in each channel.

**Lemma 2: detailed balance between the sides**

*Every lossless elastic interface satisfies M_A t_AB = M_B t_BA.*

*Proof.* At a given ω let N_A = S₀M_A and N_B = S₀M_B be the channel numbers, and N = N_A + N_B. Normalize each wave to unit energy flux. The outgoing amplitudes are then obtained from the incoming ones by an N × N scattering matrix S, and |S_ji|² is the probability of going from incoming channel i to outgoing channel j.

Energy conservation for every choice of incoming amplitudes requires S†S = 1. Since S is a finite square matrix, its left inverse is also its right inverse, so SS† = 1 as well. The diagonal elements of these two relations are

Σ_j |S_ji|² = 1,
Σ_i |S_ji|² = 1.

The first says that an incoming phonon leaves somewhere. The second says that if all incoming channels have occupation n, each outgoing channel also receives n. It expresses the preservation of equilibrium at one frequency.

Let R be the sum of |S_ji|² with i and j both on side A, F_AB the sum with i on A and j on B, and F_BA the sum with i on B and j on A. Summing the first relation over the incoming channels of A gives

R + F_AB = N_A.

Summing the second over the outgoing channels of A gives

R + F_BA = N_A.

Therefore F_AB = F_BA. By definition t_AB = F_AB/N_A and t_BA = F_BA/N_B, hence N_A t_AB = N_B t_BA. Division by S₀ proves the claim. The sums are linear in the probabilities, so the relation survives averaging over interfaces. ∎

At equal temperatures the Bose occupation n is the same for every channel at ω. The opposed phonon flows, nM_A t_AB/(2π) and nM_B t_BA/(2π), then cancel at each frequency, and not merely after integration over the spectrum.

**Proof of the theorem**

A phonon incident from B either stays in B, with probability r_BB, or crosses into A:

r_BB = 1 − t_BA.

Without memory of the incoming side, the probability of leaving into B is the same for a phonon from A as for one from B:

t_AB = r_BB = 1 − t_BA.

Insert t_BA = 1 − t_AB in Lemma 2:

M_A t_AB = M_B(1 − t_AB).

Moving the term with t_AB to the left gives

(M_A + M_B)t_AB = M_B.

Division by M_A + M_B gives the first formula, and subtraction from one gives the second. If M_B = 0 and M_A > 0, there is no outgoing channel in B, so conservation of energy requires complete reflection into A. The other case follows by exchanging the letters. ∎

This proof uses the loss of memory of the side alone. The full assumption also determines how the outgoing phonons are distributed. Write the probability of outgoing channel j as q_j, independent of i. The second sum rule in Lemma 2 becomes

Σ_i q_j = N q_j = 1,

so q_j = 1/N. All outgoing channels are equally likely. Adding those in B gives N_B/N, which is the theorem again.

Equal probability per channel does not mean equal probability per solid angle. For an isotropic branch with constant speed v, write d³k = k² dk dΩ. Integrating the delta function over k gives 1/v, while v_z = v cos θ. The outgoing flux in dΩ is thus proportional to k² cos θ dΩ, with k = ω/v. It follows a cosine law, and a slow branch receives the larger weight 1/v².

**Why the state density is not enough**

Let D_A and D_B be the numbers of states per volume and frequency. Replacing M by D in the transmission formulas would give the ratio of opposed equilibrium flows

M_A t_AB/(M_B t_BA) = M_A D_B/(M_B D_A).

This is one only if D_B/D_A = M_B/M_A. For isotropic branches of constant speed, D is proportional to Σ_p 1/v_p³, whereas M is proportional to Σ_p 1/v_p²; the extra factor of velocity in the flux makes the difference. In the lattice example, with D averaged over a window 0.5 THz wide around 2 THz, the state-density rule gives t_AB = 0.956 instead of 0.877. With this averaged D and the values of M at 2 THz, the ratio of opposed flows is 3.0. This is the imbalance of about three quoted at the beginning. Its precise value depends on the window, which contains the frequency 2c_T/a = 2.12 THz where the state density of B has a kink; as the window is narrowed around 2 THz the ratio falls to about 2.8.

**Why detailed balance alone is not enough**

A pair of atomic chains shows that Lemma 2 leaves the bond strength free. Let all chain springs be one, join the chains by a spring g, and set ω = 1. The atomic masses are m and m′. In the first chain a wave exp(ikj), with j the site number, satisfies m = 2 − 2 cos k; in the second, m′ = 2 − 2 cos k′.

Put the last atom of the first chain at j = 0 and the first atom of the second at j = 1. The displacements are

u_j = exp(ikj) + r exp(−ikj) for j ≤ 0,
u_j = b exp[ik′(j − 1)] for j ≥ 1.

Continue each wave by one fictitious site across the junction. The continued wave satisfies the equation of an unbroken chain. Subtracting that equation from the true equation of each boundary atom leaves the equality of two spring forces:

exp(ik) + r exp(−ik) − 1 − r = g(b − 1 − r),
b − b exp(−ik′) = g(b − 1 − r).

Define α = 1 − exp(−ik) and β = 1 − exp(−ik′). The second equation gives

1 + r = b(1 − β/g).

The left side of the first equation equals 2i sin k − α(1 + r), because r = (1 + r) − 1. Its right side equals bβ by the second equation. Substitution of 1 + r yields

2i sin k = b(α + β − αβ/g).

The mean power carried by a wave of amplitude b is half the real part of force times conjugate velocity. With time factor exp(−iωt), the force on the next atom is b[exp(−ik′) − 1] times its phase factor, and the conjugate velocity contributes iωb*. The power is therefore ω|b|² sin k′/2. The incident power is ω sin k/2. Hence

t = |b|² sin k′/sin k
  = 4 sin k sin k′/|α + β − αβ/g|².

The expression is symmetric under exchange of the chains, as Lemma 2 requires for one channel on each side. It nevertheless depends on g. For masses 1 and 2, it gives 0.021 at g = 0.1, 0.237 at g = 0.3 and 0.928 at g = 1. The memory-free value would be 1/2 for all three. The weak bond reflects most phonons back to their own side, and this preference is precisely a memory of the side. The coupling disappears from the theorem through assumption 3, not through detailed balance.

**Is complete memory loss compatible with wave mechanics?**

The matrix S_jl = exp(2πijl/N)/√N, where j and l run from 1 to N and i is the imaginary unit, has |S_jl|² = 1/N throughout. Its columns are orthogonal, because the sum of the N equally spaced phases vanishes for different columns. It is unitary and symmetric, so assumption 3 contradicts neither energy conservation nor time reversal.

A random scattering matrix comes close to it without being so specially constructed. Label each outgoing channel as the time reverse of an incoming one. If the amplitudes obey out = S in, complex conjugation gives the reversed solution in* = S out*. Unitarity then gives out* = S†in*, whose conjugate is out = Sᵀin. Thus S = Sᵀ. A random ensemble with this symmetry is S = UᵀU, where U is uniformly distributed over unitary matrices. Replacing U by UV with a fixed unitary V does not change the ensemble, so S and VᵀSV are statistically equivalent.

Let a be the mean of |S_jj|² and c the mean of |S_jl|² for j ≠ l. Choose V to mix two channels so that the new first diagonal element is (S₁₁ + S₂₂ + 2S₁₂)/2. Independent phase changes of the two channels show that the cross terms average to zero. Therefore

a = (a + a + 4c)/4,

which gives a = 2c. Unitarity gives a + (N − 1)c = 1, hence c = 1/(N + 1). The mean transmission is

t_AB = N_B/(N + 1).

The doubled return probability into the time-reversed channel is a remnant of memory. Its effect vanishes as N grows. For 4 + 12 channels the formula gives 12/17 = 0.706, and the sampled matrices give 0.704; for 20 + 60 channels the values are 0.741 and 0.739. The memory-free limit is 0.750 in both cases. The sampled averages come from finitely many matrices, and their statistical error was not evaluated. This ensemble is an assumption about S, not a matrix derived from a disordered atomic layer. It shows that memory loss is consistent with wave mechanics, not that a given rough interface produces it.

## Second half: Conductance, temperature and a lattice example

**Symbols and results used here**

Crystals A and B have M_A(ω) and M_B(ω) incoming phonon channels per interface area. The flux arriving from either side in dω is nM dω/(2π), where n is the occupation. For elastic scattering, detailed balance reads M_A t_AB = M_B t_BA. If all memory of the incoming channel is lost, every outgoing channel is equally likely, and

t_AB = M_B/(M_A + M_B),
t_BA = M_A/(M_A + M_B).

**Corollary 1: thermal conductance**

Let phonons arriving from A have the Bose occupation n(ω,T_A), and those from B the occupation n(ω,T_B), where

n(ω,T) = 1/[exp(ħω/k_BT) − 1].

T_A and T_B are temperatures of the incoming phonons. This convention matters, because the phonons leaving the interface have a different distribution.

Each transmitted phonon carries ħω. The net heat flux from A to B is therefore

J = (1/2π) ∫₀^∞ dω ħω [M_A t_AB n(ω,T_A) − M_B t_BA n(ω,T_B)].

By detailed balance the two prefactors are equal. Denote their common value by Θ. With complete memory loss,

Θ = M_A M_B/(M_A + M_B),

and Θ = 0 where either crystal has no channels. For a small difference T_A − T_B, expand the occupations to first order. The conductance G = J/(T_A − T_B) is

G = (1/2π) ∫₀^∞ dω ħω (∂n/∂T) Θ(ω).

With x = ħω/(k_BT), differentiation of n gives

ħω ∂n/∂T = k_B x² exp(x)/[exp(x) − 1]²
  = k_B [(x/2)/sinh(x/2)]².

The second line follows from exp(x) − 1 = 2 exp(x/2) sinh(x/2). The weight tends to k_B for ħω much smaller than k_BT and falls exponentially in the opposite limit.

No bond strength enters G. The remaining inputs are the temperature and the bulk dispersions in the orientation of the interface. The relation 1/Θ = 1/M_A + 1/M_B also shows that the crystal with fewer channels dominates the resistance at a given frequency.

Channel counting and detailed balance, together with complete memory loss, have fixed the transmission and given a thermal conductance that contains no bond strength. What remains is to bound the conductance of any elastic interface, evaluate the result for two lattice crystals, and examine the local temperature drop and the range of validity.

Numbers in the example were calculated in double precision.
